# Translational modes and the area factor in skyrmion collapse rates

## The Gaussian that has no width

A skyrmion on a triangular lattice, described below, has two lowest Hessian eigenvalues of $-5.07\times10^{-8}$ meV. The next is $0.371$ meV. A harmonic rate calculation assigns the pair the weight $2\pi kT/\sqrt{\varepsilon_1\varepsilon_2}$. At 30 K, $kT=2.585$ meV, so this is $16.24/(5.07\times10^{-8})=3.2\times10^8$, if one overlooks that a negative eigenvalue permits no Gaussian integral at all.

In a film of 100 nm by 100 nm the correct weight is $2.6\times10^6$. The Gaussian value is about 125 times too large and would stay the same if the film were doubled. The missing ingredient is that these coordinates move the skyrmion from place to place, and the places fill a finite area.

This area enters the collapse rate in the denominator. It need not survive there, because the saddle of the collapse may also occur at many places. The contributions are therefore derived separately and then weighed.

## Contribution 1: crossing the saddle

Let $x$ denote the $M$ tangent coordinates of classical unit spins near a stationary texture, and $H$ the Hessian in these coordinates, in energy units. The barrier is assumed large compared with $kT$, and the damping strong enough that a texture which has crossed the saddle loses more than $kT$ before it can return. Linearized Landau-Lifshitz-Gilbert dynamics has drift $\dot x=-\Gamma Hx$. The symmetric part of $\Gamma$ comes from damping and the antisymmetric part from precession. The noise has covariance $2kT\,\Gamma_{\rm sym}$, so that the Boltzmann density $\rho$ is stationary.

Write the density of trajectories that come from the skyrmion as $p=\rho w$, with $w\to1$ on the skyrmion side and $w\to0$ beyond the saddle. The current may be written

$$j=-\Gamma(Hx\,p+kT\nabla p)=-kT\rho\,\Gamma\nabla w .$$

Using the full $\Gamma$ in the gradient term is allowed because its antisymmetric part adds a current without divergence. The second form follows from $kT\nabla\rho=-Hx\,\rho$.

Stationarity, $\nabla\cdot j=0$, gives

$$-x^TH\Gamma\nabla w+kT\,\nabla\cdot\Gamma\nabla w=0 .$$

Try $w=w(s)$ with $s=v\cdot x$ and $H\Gamma v=-\lambda v$. Since $H\Gamma=H(\Gamma H)H^{-1}$, this $\lambda$ is the growth rate of the unstable dynamical mode. With $c=v^T\Gamma v$,

$$\lambda s\,w'+kTc\,w''=0 .$$

The eigenvalue equation also gives $\Gamma v=-\lambda H^{-1}v$. Hence $c=\lambda a$ with $a=-v^TH^{-1}v$. Damping makes $c$ positive, and since $\lambda>0$, $a$ is positive too. The normalized solution is

$$w'(s)=-\frac{e^{-s^2/(2kTa)}}{\sqrt{2\pi kTa}} .$$

The flux through the plane $s=0$ is

$$k=\int j\cdot v\,\delta(v\cdot x)\,dx=\frac{kTc}{\sqrt{2\pi kTa}}\int\rho\,\delta(v\cdot x)\,dx .$$

To evaluate the last integral, let $H_\perp$ be $H$ restricted to the plane. The cofactor formula gives $\det H_\perp=\det H\,(v^TH^{-1}v)/|v|^2=|\det H|\,a/|v|^2$, because both $\det H$ and $v^TH^{-1}v$ are negative. $H_\perp$ is positive: with one negative eigenvalue in $H$, it can have at most one, and its determinant is positive. The delta function contributes $1/|v|$, so

$$\int\rho\,\delta(v\cdot x)\,dx=\frac{e^{-E_S/kT}}{Z_A}\frac{(2\pi kT)^{(M-1)/2}}{\sqrt{|\det H_S|\,a}} .$$

Inserting $c=\lambda a$ cancels $a$:

$$k=\frac{\lambda}{2\pi}\frac{Z_S}{Z_A},\qquad Z_S=e^{-E_S/kT}\frac{(2\pi kT)^{M/2}}{\sqrt{|\det H_S|}} .\tag{1}$$

$Z_A$ is the partition integral of the skyrmion basin. For several isolated saddles the fluxes add.

## Contribution 2: the positions of the skyrmion

Suppose that the energy of $m(r-X)$ does not depend on $X$. Each shifted texture is then stationary. Differentiating this condition with respect to $X_i$ gives $H\partial_i m=0$: translations are zero modes. They must be integrated along the actual set of positions.

A displacement $dX$ changes the spins by $-\sum_i\partial_i m\,dX_i$. Its squared length in spin space is

$$ds^2=G_{ij}\,dX_idX_j,\qquad G_{ij}=\sum_n\partial_i m_n\cdot\partial_j m_n .$$

Two shifts $dX_1,dX_2$ span a parallelogram of area $g\,dX_1dX_2$ in spin space, with $g=\sqrt{\det G}$. The remaining $M-2$ coordinates are taken perpendicular to it. Curvature of the set of shifted textures multiplies the measure by one plus terms linear and quadratic in these coordinates. The linear terms average to zero in a centred Gaussian, so curvature enters only at relative order $kT$. To leading order, for film area $A$,

$$Z_A=e^{-E_A/kT}\,A\,g_A\,\frac{(2\pi kT)^{(M-2)/2}}{\sqrt{\det{}'H_A}} ,\tag{2}$$

where the prime omits the two zero modes. The replacement is therefore

$$\frac{2\pi kT}{\sqrt{\varepsilon_1\varepsilon_2}}\;\longrightarrow\;A\,g_A .$$

The factor $g_A$ is needed because the other coordinates are spin angles, not lengths in the film.

This was tested on a periodic field $(p_0\cos x+p_1\sin x,\;p_2\cos y+p_3\sin y)$ whose energy is the spatial mean of $(|u|^2-1)^2$. It has two translations and two other modes. At $kT=0.01$ the direct four-dimensional partition integral divided by the area formula is $1.000002$. Agreement this close is special to the example: the energy is quadratic in $p_0^2+p_1^2$ and $p_2^2+p_3^2$, and the measure is uniform in these two variables, so the corrections of order $kT$ vanish.

## Contribution 3: the positions of the saddle

**Saddles at fixed places.** With $N_S$ equivalent isolated saddles, equations (1) and (2) give

$$k=\frac{\lambda}{2\pi}\,N_S\,\frac{2\pi kT}{A\,g_A}\sqrt{\frac{\det{}'H_A}{|\det H_S|}}\;e^{-\Delta E/kT},\qquad \Delta E=E_S-E_A .\tag{3}$$

The one surplus factor $2\pi kT$ appears because the saddle has two more Gaussian modes than the skyrmion. If collapse happens at one defect, $N_S=1$ and the rate falls as $1/A$: the skyrmion is usually elsewhere. This requires that it explores the film faster than it collapses.

**Saddles in every cell.** In a uniform film with $n$ saddles per cell of area $\Omega$, $N_S=nA/\Omega$. The area cancels, while the prefactor remains proportional to $T$. Exploration of the whole film is no longer needed, since every cell offers the same exit.

**A freely moving saddle.** If the saddle energy is also independent of position, its translational pair must be replaced too:

$$k=\frac{\lambda}{2\pi}\,\frac{g_S}{g_A}\sqrt{\frac{\det{}'H_A}{|\det{}'H_S|}}\;e^{-\Delta E/kT}.\tag{4}$$

Both the area and the explicit power of temperature have gone.

The localized case can be checked without the saddle formula. An overdamped particle of unit mobility moves in

$$V=(1-x^2)^2+(1-x^2)^4\Big[1-\sum_n e^{-(y-y_n)^2/2}\Big],$$

with $y$ on a ring of length $L$. Here $y$ plays the part of position, and the passes at $x=0$, $y=y_n$ are the exits. One zero mode replaces two, so the predicted rate is $N_S(4/2\pi)(\sqrt{2\pi T}/L)\sqrt{8/4}\,e^{-1/T}$. For $L=12$ and one pass, the rate from the lowest odd eigenvalue of the Fokker-Planck operator, divided by this formula, is $1.109$ at $T=0.10$ and $1.067$ at $T=0.06$. Linear extrapolation to $T=0$ gives $1.004$. At $T=0.06$, halving $L$ from 24 to 12 raises the rate by $1.992$, and a second pass at $L=24$ raises it by the same factor. Both lie within half a percent of the predicted 2.

**Between the limits.** A lattice gives the saddle a position energy $U(X)$, measured from its minimum. Its positional weight per cell is $\int_\Omega g_S\,e^{-U/kT}d^2X$. Keep the first harmonic of the triangular lattice, with reciprocal vectors $b_i$, and let $\Delta U$ be the energy at a site centre minus that at a triangle centre. If the triangle is lower,

$$U=\frac{\Delta U}{9}\,(C+3),\qquad C=2\sum_{i=1}^{3}\cos(b_i\cdot X).$$

$C$ is $6$ at a site, $-3$ at a triangle centre and $-2$ at a bond centre. A move between neighbouring triangles thus costs only $\Delta U/9$. At a triangle centre each cosine is $-1/2$, so the second derivative of $C$ is $\sum_i b_ib_i^T=\tfrac32b^2\mathbf 1$. In units of the lattice spacing $b^2=16\pi^2/3$, and the curvature is

$$U''=\frac{\Delta U}{9}\cdot\frac32\cdot\frac{16\pi^2}{3}=\frac{8\pi^2}{9}\Delta U=8.77\,\Delta U .\tag{5}$$

## A nanometre skyrmion

The model is a triangular monolayer with

$$E=-\sum_{\langle ij\rangle}\left[J\,m_i\cdot m_j+D(\hat z\times\hat r_{ij})\cdot(m_i\times m_j)\right]-\sum_i\left[Km_{iz}^2+hm_{iz}\right],$$

each bond counted once. The inputs are spacing $0.27$ nm, $J=7$ meV, $D=2.2$ meV, $K=0.5$ meV, moment 3 Bohr magnetons, field 3.5 T ($h=0.608$ meV), damping $0.1$ and 30 K. The periodic block has $23\times23$ spins.

The relaxed skyrmion has radius $1.06$ nm and lies $45.31$ meV above the uniform state. The lower collapse saddle is centred on a triangle, at $85.75$ meV. It has one negative mode, and descent from its two sides reaches the skyrmion and the uniform state. The barrier is $40.44$ meV, or $15.6\,kT$. This value belongs to the periodic block, where the skyrmion is repelled by its own images. In a block of $19\times19$ spins its energy is $48.85$ meV. With a tail that decays over about 2.6 spacings, extrapolation leaves a repulsion of roughly 1 meV in the present block. In a block of $35\times35$ spins the barrier is indeed higher, $41.55$ meV, and the prefactor is about a quarter smaller, because the skyrmion's own modes are softer there. Together these changes double the lifetime. The values below refer to the block of $23\times23$ spins.

**Skyrmion positions.** The metric is isotropic, $G_{xx}=G_{yy}=18.6$ per squared spacing. As a test, the distance in spin space between two separately relaxed textures, centred on a site and on a triangle, agrees with the metric to $0.3\%$. Hence $g_A=18.6/(0.27\ {\rm nm})^2=256\ {\rm nm}^{-2}$. With $\Omega=\sqrt3/2=0.866$ squared spacings, each cell contributes $\Omega g_A=16.1$.

The energies of these two textures differ by $1.1\times10^{-7}$ meV. Equation (5), divided by $G_{xx}$, predicts an eigenvalue of magnitude $8.77\times1.08\times10^{-7}/18.6=5.1\times10^{-8}$ meV, as found. The negative sign says that the triangle-centred skyrmion sits on top of this corrugation in the present block. The sign is not a general property: in a block of $19\times19$ spins it is reversed. Since the corrugation is about $4\times10^{-8}\,kT$, free translation is an excellent approximation here.

**Saddle positions.** The site-centred collapse texture lies $\Delta U=1.485$ meV, or $0.57\,kT$, above the triangle-centred one. Equation (5) gives $U''=13.0$ meV per squared spacing. Two harmonic wells per cell would then cover an effective area

$$2\,\frac{2\pi kT}{U''}=\frac{2\times16.24}{13.0}=2.5$$

squared spacings, although the cell has only $0.866$. The Gaussian has failed for the saddle as well. The actual integral of $e^{-U/kT}$ is $F=0.290$ times the harmonic count, or $0.72$ squared spacings. This is 84% of the cell, so the saddle is nearly free at 30 K. In the one-harmonic model, isolated wells would need $kT\ll\Delta U/9=0.17$ meV, or temperatures well below 2 K. The relaxed bond-centred texture lies only $0.08$ meV above the triangle-centred one, which lowers this limit to well below 1 K.

**The other factors.** The growth rate is $\lambda=6.27\times10^{12}\ {\rm s}^{-1}$. The damping is strong enough for (1): a noise-free trajectory that leaves the saddle towards the skyrmion falls several $kT$ below the saddle during its first expansion. The square-root ratio of determinants in (3) is $3.58\ {\rm meV}^{-1}$. With harmonic saddle positions the prefactor is

$$\frac{6.27\times10^{12}}{2\pi}\times\frac{2\times16.24}{16.1}\times3.58=7.2\times10^{12}\ {\rm s}^{-1}.$$

Multiplication by $F$ gives $2.1\times10^{12}\ {\rm s}^{-1}$. With $e^{-15.64}=1.6\times10^{-7}$ the rate is $3.4\times10^5\ {\rm s}^{-1}$ and the mean lifetime $3.0\ \mu$s.

## How firmly is the saddle count known?

The single harmonic serves the smooth skyrmion well but the small saddle poorly. The Hessian gives a translation-like pair at $0.315$ meV. Multiplied by $g_S$, this is only $0.354$ times the curvature from (5). Moreover, the squared overlaps of these modes with the interpolated translations are only 0.81 and 0.84. Symmetry would make the two equal; they differ because the Fourier derivative used here is not threefold symmetric, which matters for so small a texture. The position of the saddle is thus not cleanly separable from its shape.

The estimate above applied $F$ as a correction to the full harmonic determinant. One may instead remove the pair from the determinant and insert the position integral with $g_S$, as in (4). The metric implied by the numbers is $g_S=0.354\times13.0/0.315=14.6$ per squared spacing. Then

- the attempt factor $\lambda/2\pi$ is $1.0\times10^{12}\ {\rm s}^{-1}$;
- the ratio of positional weights is $0.724\times14.6/16.1=0.66$;
- the remaining modes give $3.58\times0.315=1.13$.

Their product is $0.74\times10^{12}\ {\rm s}^{-1}$, and the lifetime becomes $8\ \mu$s. The two routes would coincide if the two curvatures did. The second is the more consistent one: the first divides by the curvature from (5), although the determinant contains the smaller curvature of the Hessian. The value of $8\ \mu$s is therefore preferable, although it still assumes that the other modes do not change with the position of the saddle. The factor of nearly three between the routes shows how much this choice matters, but it is not a bound on the error. A firmer value needs the saddle energy and the other modes as functions of position throughout the cell.

The second breakdown also weighs the contributions. In this example the prefactor stays near $\lambda/2\pi$: the two large positional weights largely cancel, and the remaining modes happen to contribute a factor close to one. Both routes share the same position integral and hence the same local temperature power, $0.17$. That is close to the free-saddle value 0 and far from the value 1 for isolated saddles.

## When one place competes with the whole film

A square of side 100 nm contains $1.58\times10^5$ cells. If one saddle site alone were active, with unchanged energy and modes, the prefactor would be

$$\frac{7.2\times10^{12}}{2\times1.58\times10^5}=2.3\times10^7\ {\rm s}^{-1}.$$

If the skyrmion reached every site quickly enough, a defect would match collapse in the rest of the film by lowering its own barrier by

$$kT\ln\frac{2.1\times10^{12}}{2.3\times10^7}=2.585\times11.4=29.5\ {\rm meV}.$$

With the smaller prefactor the answer is about 27 meV. This is the entropy of position expressed as an energy. It presumes that the defect leaves the mode frequencies unchanged, does not trap the skyrmion, and is reached before collapse elsewhere. The first assumption is weak, since a defect of atomic size may hold the saddle more tightly. If that made its positional weight ten times smaller, the required reduction would grow by $kT\ln10=6$ meV. Even without this increase the barrier left at the defect is only about $4\,kT$, so the estimate is already near the edge of the theory.

The last assumption fails in this example. Precession deflects the skyrmion and slows its diffusion to
$$D_{\rm s}=\frac{kT}{s}\,\frac{\alpha G_{xx}}{Q^2+\alpha^2G_{xx}^2}\approx1.7\times10^{9}\ {\rm nm^2/s},$$
with damping $\alpha=0.1$, spin angular momentum $s=1.5\,\hbar$ per site and $Q=4\pi/\Omega=14.5$ per squared spacing. In a disc of area $A$ and radius $R$, the mean time to find a target of radius $r$ is about $(A/2\pi D_{\rm s})[\ln(R/r)-3/4]$. For the present area and $r$ equal to half a spacing this is $5\ \mu$s, comparable with the lifetime itself. The search then limits collapse at the defect, however low its barrier. The 29.5 meV therefore applies to this film only if the skyrmion lives much longer. In a smaller film the search is faster, but the required reduction is smaller too: about 26 meV for a side of 50 nm. If the defect also binds the skyrmion by an energy $W$, the saddle there must still lie lower by the same amount, provided that exploration remains fast. The barrier measured from the bound state is then reduced by $W$ less.

## The real case and the limits of the model

The parameters are rough values in the regime of a Pd/Fe bilayer on Ir(111), where nanometre skyrmions are studied at low temperature in fields of a few tesla. Longer-range exchange, omitted here, can change the barrier substantially. A change of 10%, with the prefactor held fixed, alters the lifetime by $e^{1.56}\approx5$, more than the difference between the two ways of counting saddle positions. The microsecond lifetime is therefore a property of this model and not a prediction for the bilayer. At 300 K the same barrier would be $1.6\,kT$, and no rate theory of this kind would apply. Room-temperature devices need larger barriers.

Real films also contain defects and edges. These break the uniformity that made the area cancel, and for a trapped skyrmion the area of the film must be replaced by the weighted area $\int e^{-U_A(X)/kT}d^2X$ of the trap, where $U_A$ is the skyrmion's energy measured from the bottom of the trap. This can be much smaller than the geometric area.

Two further approximations matter at 30 K. The harmonic mean-square spin tilt is $0.21\ {\rm rad}^2$, which lowers the mean spin along its equilibrium direction by about 10%. The effective couplings, and with them the barrier, should then shift with temperature. The highest magnon energy is about 43 meV, or $17\,kT$, so the short-wavelength modes are not classical. Quantum statistics changes the weights of both skyrmion and saddle. The net effect on the rate has not been calculated and need not be small. The dipolar energy of one neighbouring pair with moments normal to the film is $d=0.0245$ meV. Six neighbours make three pairs per spin, which give $3d$ for normal moments and $-\tfrac32d$ for parallel moments in the plane. The difference is $4.5\,d=0.11$ meV. More distant neighbours raise it to $8.3\,d=0.20$ meV. This lowers the effective $K$ and is not negligible if $K$ does not already include it.

The numerical output below gives the values with more digits.

## Numbers as computed

```
Texture integral: direct / area formula = 1.000002
Escape rate / formula at T = 0.1, 0.06: 1.1089, 1.0670
Escape rate / formula, extrapolated to T = 0: 1.0041
Escape rate, length 12 / length 24, one saddle: 1.9922
Escape rate, two saddles / one saddle, length 24: 1.9922
Lattice spacing: 0.27 nm; periodic block: 23 x 23 spins
Exchange J, chiral coupling D, anisotropy K: 7.0, 2.2, 0.5 meV
Moment: 3.0 Bohr magnetons; field: 3.5 T; damping: 0.1
Zeeman energy: 0.6078 meV; temperature: 30.0 K; kT: 2.5852 meV
Skyrmion radius (m_z = 0): 1.060 nm
Skyrmion energy above uniform state: 45.309 meV
Skyrmion lowest three eigenvalues: -5.07e-08, -5.07e-08, 0.3713 meV
Overlap of zero modes with translations: 1.000000
Metric G_xx, G_yy, G_xy: 18.635, 18.635, -4.1e-07 per spacing^2
Distance of two relaxed textures / metric distance: 0.9974
Area factor density sqrt(det G): 255.63 per nm^2
Skyrmion area factor per lattice cell: 16.139
Stationary collapse texture at triangle centre: 85.7493 meV, negative modes 1
Stationary collapse texture at site centre: 87.2344 meV, negative modes 3
Lower saddle: triangle centre, 2 per cell
Descent end energies from saddle: 0.0000, 45.3089 meV
Collapse barrier: 40.440 meV = 15.64 kT
Saddle unstable eigenvalue: -7.3877 meV
Saddle translation-like eigenvalues: 0.3153, 0.3153 meV
Their overlap with translations: 0.810, 0.844
Saddle site-triangle energy difference / kT: 0.5744
Saddle position curvature, Hessian / one-harmonic law: 0.354
Saddle position integral / harmonic count F: 0.2902
Growth rate at saddle: 6.265e+12 1/s
Square-root mode ratio without skyrmion translations: 3.5828e+00 1/meV
Collapse prefactor, saddle positions harmonic: 7.192e+12 1/s
Collapse prefactor, saddle positions integrated: 2.087e+12 1/s
Local temperature power of this prefactor: 0.169
Collapse rate: 3.356e+05 1/s; mean lifetime: 2.980e-06 s
Cells in a 100 nm square: 1.5840e+05
Prefactor if only one saddle site is active there: 2.270e+07 1/s
Barrier reduction for one site to match the film: 29.55 meV
Neglected skyrmion pinning: 1.08e-07 meV = 4.2e-08 kT
Harmonic mean-square spin tilt: 0.210 rad^2
Highest magnon energy scale: 43.23 meV = 16.7 kT
Neglected nearest-neighbour dipole scale: 0.0245 meV
```
